\section*{Tamura's Rate for Phonon Scattering by Uncorrelated Mass Disorder, part 1}

(Sections cited here and not found follow in the second part.)

\section{Two sublattices, two very different scatterers}

Consider a model of hexagonal TaN in the WC-type structure (the $\theta$ phase, with two atoms per cell) in which 1\% of the Ta atoms are replaced by Nb and 1\% of the N atoms by C. The relative mass variance on the Ta sublattice is 12 times that on the N sublattice. For an acoustic mode at 5.34 THz, however, to second order in the mass deviations and with frequencies smoothed over 1.0 rad/ps, disorder on the Ta sites contributes $112\ \mathrm{ns^{-1}}$ to the decay rate and disorder on the N sites $0.006\ \mathrm{ns^{-1}}$, a ratio of about 18\,000. For an optical mode at 19.5 THz the same second-order formula reverses the order: Ta contributes $10\ \mathrm{ns^{-1}}$ and N contributes $1220\ \mathrm{ns^{-1}}$. (The last section shows that this reversal does not survive repeated scattering at the defects.) The mass variances alone cannot explain this. The missing quantity is the motion of each sublattice, in the decaying mode and in the modes that receive its energy.

\section{The disordered crystal}

Let the crystal have $N$ cells at positions $\mathbf R_l$, with atoms $b$ in each cell. The mass at site $lb$ is $m_b(1+\varepsilon_{lb})$, where $m_b$ is the mean mass on sublattice $b$. If species $i$ of mass $m_{ib}$ occupies a fraction $f_{ib}$ of the sites, then
\begin{equation}
\langle\varepsilon_{lb}\rangle=0,\qquad
g_b=\langle\varepsilon_{lb}^2\rangle=\sum_i f_{ib}\left(1-\frac{m_{ib}}{m_b}\right)^2 .
\label{g}
\end{equation}
We assume that different sites are occupied independently, that the forces are harmonic, and that substitution leaves the force constants unchanged.

With displacements $\mathbf u_{lb}$ and force-constant matrix $\Phi$, motion at frequency $\omega$ obeys $m_b(1+\varepsilon_{lb})\omega^2\mathbf u_{lb}=(\Phi\mathbf u)_{lb}$. Put $\mathbf w_{lb}=\sqrt{m_b}\,\mathbf u_{lb}$ and divide by $\sqrt{m_b}$:
\begin{equation}
\left[\omega^2(1+\varepsilon)-D\right]\mathbf w=0 ,
\label{eom}
\end{equation}
where $D$ is the dynamical matrix of the crystal with mean masses. Its eigenvectors are the plane waves
\begin{equation}
\mathbf w_{lb}=\frac{1}{\sqrt N}\,\mathbf e_b(\mathbf qj)\,e^{i\mathbf q\cdot\mathbf R_l},
\qquad \sum_b|\mathbf e_b(\mathbf qj)|^2=1 ,
\label{wave}
\end{equation}
with eigenvalues $\omega_{\mathbf qj}^2$. Below, $\mathbf e_b$ and $\omega$ belong to the initial mode, $\mathbf e_b'$ and $\omega'$ to a mode $(\mathbf q'j')$. Comparing (\ref{eom}) with $[\omega^2-D-V]\mathbf w=0$ identifies the perturbation $V=-\omega^2\varepsilon$.

Between the waves (\ref{wave}), $\varepsilon$ has the element
\begin{equation}
\varepsilon_{\mathbf q'\mathbf q}=\frac1N\sum_{lb}\varepsilon_{lb}\,
e^{i(\mathbf q-\mathbf q')\cdot\mathbf R_l}\,O_b,\qquad
O_b=\mathbf e_b'^{*}\cdot\mathbf e_b .
\label{element}
\end{equation}
Its mean vanishes. In its mean square, $\langle\varepsilon_{lb}\varepsilon_{l'b'}\rangle$ is zero unless the two sites coincide. The phases then cancel, and the sum over cells gives a factor $N$:
\begin{equation}
\langle|\varepsilon_{\mathbf q'\mathbf q}|^2\rangle
=\frac1{N^2}\sum_{lb}g_b|O_b|^2=\frac1N\sum_b g_b|O_b|^2 .
\label{square}
\end{equation}
This is where the sublattices separate: waves scattered from different sites have no average phase relation. If the masses within one cell were correlated, with covariance $C_{bb'}$, the same calculation would give
\begin{equation}
\langle|\varepsilon_{\mathbf q'\mathbf q}|^2\rangle
=\frac1N\sum_{bb'}C_{bb'}O_bO_{b'}^{*},
\label{corr}
\end{equation}
whose terms with $b\neq b'$ describe interference. Clustering or ordering between cells would add a dependence on $\mathbf q-\mathbf q'$.

\section{From the resolvent to the decay rate}

Let $z$ be a frequency with a small positive imaginary part, which selects the causal response for time dependence $e^{-i\omega t}$. Define $G_0=(z^2-D)^{-1}$ and $G=(z^2-D-V)^{-1}$, with $V=-z^2\varepsilon$. Repeated use of $G=G_0+G_0VG$ gives
\begin{equation}
G=G_0+G_0VG_0+G_0VG_0VG_0+\dots
\label{series}
\end{equation}
On averaging, the second term vanishes because $m_b$ is the mean mass. The average of $VG_0V$ conserves $\mathbf q$, since the averaged crystal is periodic. Its diagonal element is the self-energy
\begin{equation}
\Sigma(z)=z^4\sum_{\mathbf q'j'}\frac{\langle|\varepsilon_{\mathbf q'\mathbf q}|^2\rangle}{z^2-\omega'^2}
=\frac{z^4}{N}\sum_{\mathbf q'j'}\sum_b\frac{g_b|O_b|^2}{z^2-\omega'^2}.
\label{sigma}
\end{equation}
Elements between branches at the same $\mathbf q$ may also exist. We neglect them, which requires the frequency shifts they produce to be small compared with the branch splitting. Summing the repeated insertions of $\Sigma$ as a geometric series then gives
\begin{equation}
\langle G_{\mathbf q\mathbf q}(z)\rangle\simeq\frac1{z^2-\omega_{\mathbf qj}^2-\Sigma(z)} .
\label{dyson}
\end{equation}

The pole lies at $z=\omega+\delta\omega$ with $2\omega\,\delta\omega\simeq\Sigma(\omega)$, so $\delta\omega=\Sigma/(2\omega)$. The amplitude varies as $e^{-i(\omega+\delta\omega)t}$ and its modulus as $\exp[\mathrm{Im}\,\Sigma\,t/(2\omega)]$. Energy is quadratic in amplitude, which doubles the exponent:
\begin{equation}
\frac1\tau=-\frac{\mathrm{Im}\,\Sigma(\omega)}{\omega}.
\label{decay}
\end{equation}

The crystal is now made large before the imaginary part of $z$ goes to zero. In the other order one would find the separate levels of a finite crystal and no decay. In the stated order,
\begin{equation}
\mathrm{Im}\,\frac1{\omega^2-\omega'^2+i0}
=-\pi\,\delta(\omega^2-\omega'^2)
=-\frac{\pi}{2\omega}\,\delta(\omega-\omega'),
\label{delta}
\end{equation}
because $d\omega'^2/d\omega'=2\omega$ at the positive root. Inserting (\ref{sigma}) and (\ref{delta}) in (\ref{decay}), the powers of frequency combine as $\omega^4/(\omega\cdot2\omega)=\omega^2/2$, and
\begin{equation}
\boxed{\;\frac1\tau=\frac{\pi\omega^2}{2N}\sum_{\mathbf q'j'}\delta(\omega-\omega')
\sum_b g_b\left|\mathbf e_b^{*}(\mathbf q'j')\cdot\mathbf e_b(\mathbf qj)\right|^2\;}
\label{tamura}
\end{equation}
This is Tamura's rate. It is of second order in the mass deviations. It requires $\omega\tau\gg1$, a density of final states that is smooth over the width $1/\tau$, and weak repeated scattering at a single defect, a condition examined in the last section.

\subsection*{The same rate for quanta}

To first order in $\varepsilon$, the kinetic energy changes by $-\sum_{lb}\varepsilon_{lb}\,\mathbf p_{lb}^2/(2m_b)$. In phonon operators
\begin{equation}
\mathbf p_{lb}=-i\sum_{\mathbf qj}\sqrt{\frac{\hbar m_b\omega_{\mathbf qj}}{2N}}
\left(\mathbf e_b e^{i\mathbf q\cdot\mathbf R_l}a_{\mathbf qj}-\mathrm{h.c.}\right).
\end{equation}
In $\mathbf p_{lb}^2$ the product $a'^\dagger a$ occurs twice, once in each order, which cancels the $\frac12$ of the kinetic energy. Its coefficient in the perturbation is therefore
\begin{equation}
M_{\mathbf q'\mathbf q}=-\tfrac12\hbar\sqrt{\omega\omega'}\;\varepsilon_{\mathbf q'\mathbf q}.
\end{equation}
The golden rule gives $(2\pi/\hbar^2)\langle|M|^2\rangle\delta(\omega-\omega')=(\pi\omega^2/2)\langle|\varepsilon_{\mathbf q'\mathbf q}|^2\rangle\delta(\omega-\omega')$, which reproduces (\ref{tamura}) after summation. With occupations $n$ and $n'$, the forward and reverse processes combine as
\begin{equation}
n(n'+1)-n'(n+1)=n-n'.
\label{bose}
\end{equation}
The Bose enhancement cancels, so in this harmonic model the rate does not depend on temperature.

Equation (\ref{bose}) also shows what (\ref{tamura}) leaves out of transport. The occupation $n$ falls at a rate proportional to this difference, in which $n$ describes loss from the mode and $-n'$ describes return. The rate (\ref{tamura}) relaxes a heat current by itself if the returning terms sum to zero. This happens, for example, with one atom per cell at an inversion centre. The overlap is then even in $\mathbf q'$, while the current-carrying deviation of $n'$ is odd. In other crystals the return term has to be examined. In the TaN model below, the velocities of the final modes, weighted as in (\ref{tamura}), average to zero for modes 3 and 6 when the sites are independent, but not when the masses within a cell are correlated.

\section{What the overlap measures}

The final states enter through a $3\times3$ matrix for each sublattice, the local density of states
\begin{equation}
A_b(\omega)=\frac1N\sum_{\mathbf q'j'}\delta(\omega-\omega')\,\mathbf e_b'\mathbf e_b'^\dagger,
\qquad
\frac1\tau=\frac{\pi\omega^2}{2}\sum_b g_b\,\mathbf e_b^\dagger A_b\mathbf e_b .
\label{local}
\end{equation}
Let $D(\omega)=N^{-1}\sum_{\mathbf q'j'}\delta(\omega-\omega')$ be the total density of states per cell, let $W_b=|\mathbf e_b|^2$ be the weight of the initial mode on sublattice $b$, and let $\hat{\mathbf e}_b=\mathbf e_b/\sqrt{W_b}$. Then
\begin{equation}
\frac1\tau=\frac{\pi\omega^2}{2}D(\omega)\sum_b g_bW_bY_b,\qquad
Y_b=\frac{\hat{\mathbf e}_b^\dagger A_b\hat{\mathbf e}_b}{D(\omega)} .
\label{WY}
\end{equation}
Here $Y_b$ is the mean weight that equal-frequency modes have on sublattice $b$ along the polarization of the initial mode. A sublattice scatters strongly if its masses vary, if the initial mode moves it, and if the final modes move it in the same direction.

\subsection*{Sites of cubic symmetry}

If the site symmetry is cubic, $A_b$ is a multiple of the unit matrix, equal to one third of its trace $D_b(\omega)$, the partial density of states. Equation (\ref{local}) becomes
\begin{equation}
\frac1\tau=\frac{\pi\omega^2}{6}\sum_b g_bW_bD_b(\omega).
\label{cubic}
\end{equation}
For one atom per cell this is $(\pi/6)g\,\omega^2D(\omega)$. The sites of hexagonal TaN are not cubic, and the polarization dependence in (\ref{WY}) has to be kept.

\subsection*{Long waves}

In a long acoustic wave the atoms of a cell move together, so $\mathbf u$ is common to them and $\mathbf e_b=\sqrt{m_b/M}\,\mathbf p$, with $M=\sum_bm_b$ and $|\mathbf p|=1$. The squared overlap is $(m_b/M)^2|\mathbf p'^*\cdot\mathbf p|^2$. With cell volume $V_0$, sound speeds $v_j$ and $\int k^2\,\delta(\omega-v_jk)\,dk=\omega^2/v_j^3$, the sum over final states is
\begin{equation}
\frac1N\sum_{\mathbf q'j'}\delta(\omega-\omega')\mathbf p'\mathbf p'^\dagger
=\frac{V_0\omega^2}{2\pi^2}\,S,\qquad
S=\int\frac{d\Omega}{4\pi}\sum_j\frac{\mathbf p_j\mathbf p_j^\dagger}{v_j^3}.
\end{equation}
Multiplication by $\pi\omega^2/2$ gives
\begin{equation}
\frac1\tau=\frac{V_0\Gamma\omega^4}{4\pi}\,\mathbf p^\dagger S\mathbf p,\qquad
\Gamma=\sum_b\left(\frac{m_b}{M}\right)^2g_b .
\label{long}
\end{equation}
If $S$ is replaced by the isotropic matrix $v^{-3}$, this becomes $V_0\Gamma\omega^4/(4\pi v^3)$. A direct sum of (\ref{tamura}) over a fine set of wavevectors in the TaN model at 2.0 rad/ps gave 1.014 times (\ref{long}). The delta function had been given a Gaussian width of $0.1\,\omega$, which by itself raises a sum proportional to $\omega'^2$ by 1\%.

To second order, a sublattice contributes to the decay rate according to its mass variance, its motion in the initial mode, and its motion along the same polarization in the final modes. It remains to evaluate these factors for the TaN model, test the theory on random lattices, and examine repeated scattering at strong defects.
